# Error growth and repair when iterating X² and 2X − X²: verification in Python

```python
"""Stability of the purification maps S(X)=X^2 and H(X)=2X-X^2 at a projector.

Result under test: for X = P + D (P projector, Q = 1-P, D small, Hermitian)
S multiplies the blocks (PDP, PDQ, QDQ) by (2, 1, 0), H by (0, 1, 2), to first
order. Any word with both maps leaves only PDQ + QDP. Long runs of one map
amplify diagonal errors; recurring use of both maps keeps them bounded.
Model: open tight-binding chain, energies in hartree, spinless orbitals.
"""
import numpy as np

n_sites, n_occ = 30, 10
onsite = np.array([-0.3, 0.0, 0.1])
hopping = -0.1
threshold = 1e-3
rng = np.random.default_rng(7)

ham = np.diag(np.tile(onsite, n_sites // 3))
ham += hopping * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
energy, orbital = np.linalg.eigh(ham)
occ, virt = orbital[:, :n_occ], orbital[:, n_occ:]
P = occ @ occ.T
Q = np.eye(n_sites) - P


def norm(a):
    return np.linalg.norm(a, 2)


def apply_word(x, word):
    """Apply the maps named in word from left to right."""
    for letter in word:
        square = x @ x
        x = square if letter == "S" else 2 * x - square
    return x


def block_norms(d):
    return np.array([norm(P @ d @ P), norm(P @ d @ Q), norm(Q @ d @ Q)])


def mixed(d):
    return P @ d @ Q + Q @ d @ P


print(f"sites {n_sites}, occupied orbitals {n_occ}")
print("on-site energies (hartree):", onsite)
print(f"hopping {hopping:.2f} hartree, gap {energy[n_occ]-energy[n_occ-1]:.4f} hartree")

# Error made by dropping small elements of the projector
X0 = np.where(np.abs(P) >= threshold, P, 0.0)
D = X0 - P
size = norm(D)
start = block_norms(D)
print(f"threshold {threshold:.0e}, kept elements {np.count_nonzero(X0)} of {n_sites**2}")
print(f"norm of D {size:.4e}, its square {size**2:.3e}")
print(f"trace of D {abs(np.trace(D)):.1e} (absolute value)")
print("block norms: occupied, mixed, virtual")
print("  start  " + " ".join(f"{v:.4e}" for v in start))
for letter, factors in (("S", [2, 1, 0]), ("H", [0, 1, 2])):
    after = block_norms(apply_word(X0, letter) - P)
    assert np.all(np.abs(after - np.array(factors) * start) <= size**2 + 1e-13)
    print(f"  after {letter} " + " ".join(f"{v:.4e}" for v in after))

# Full Jacobians by central differences, on all matrices
def jacobian(word, step=1e-5):
    jac = np.empty((n_sites**2, n_sites**2))
    for k in range(n_sites**2):
        unit = np.zeros(n_sites**2)
        unit[k] = step
        unit = unit.reshape(n_sites, n_sites)
        diff = apply_word(P + unit, word) - apply_word(P - unit, word)
        jac[:, k] = diff.ravel() / (2 * step)
    return jac


n_virt = n_sites - n_occ
oo, ov, vv = n_occ**2, 2 * n_occ * n_virt, n_virt**2
expected_counts = {"S": (vv, ov, oo), "H": (oo, ov, vv), "SH": (oo + vv, ov, 0),
                   "HS": (oo + vv, ov, 0), "SSH": (oo + vv, ov, 0)}
direction = rng.standard_normal((n_sites, n_sites))
print("Jacobian eigenvalue counts for 0, 1, 2")
for word, expected in expected_counts.items():
    jac = jacobian(word)
    assert np.max(np.abs(jac - jac.T)) < 1e-7
    values = np.linalg.eigvalsh((jac + jac.T) / 2)
    assert np.max(np.abs(values - np.rint(values))) < 1e-6
    counts = tuple(int(np.sum(np.rint(values) == v)) for v in (0, 1, 2))
    assert counts == expected
    if len(word) > 1:
        image = (jac @ direction.ravel()).reshape(n_sites, n_sites)
        assert norm(image - mixed(direction)) < 1e-6
    print(f"  {word:4s}", *counts)

# Repetition of one map against alternation
print("distance from P: S only, H only, alternating SH")
for steps in (0, 2, 4, 6, 8, 10, 12):
    dist = [norm(apply_word(X0, w) - P)
            for w in ("S" * steps, "H" * steps, "SH" * (steps // 2))]
    print(f"  step {steps:2d} " + " ".join(f"{v:.4e}" for v in dist))
assert dist[0] > 0.5 and dist[1] > 0.5 and dist[2] < 2 * size
lam = np.linalg.eigvalsh(X0)
for word, law in (("S" * 12, lam**4096), ("H" * 12, 1 - (1 - lam)**4096)):
    found = np.linalg.eigvalsh(apply_word(X0, word))
    assert np.max(np.abs(found - np.sort(law))) < 1e-8 * max(1, np.max(np.abs(law)))
    print(f"12 steps {word[0]}: eigenvalues from {found[0]:.4e} to {found[-1]:.4e}")

# Quadratic repair by one pair
paired = np.linalg.eigvalsh(apply_word(X0, "SH"))
e_occ = np.max(np.abs(lam[-n_occ:] - 1))
e_virt = np.max(np.abs(lam[:-n_occ]))
p_occ = np.max(np.abs(paired[-n_occ:] - 1))
p_virt = np.max(np.abs(paired[:-n_occ]))
assert abs(p_occ / (4 * e_occ**2) - 1) < 3 * e_occ
assert abs(p_virt / (2 * e_virt**2) - 1) < 1e-4
print(f"occupied eigenvalue error {e_occ:.4e}, after SH {p_occ:.4e}")
print(f"virtual eigenvalue error {e_virt:.4e}, after SH {p_virt:.4e}")

# The limit is the spectral projector, and keeps the mixed error
limit = apply_word(X0, "SH" * 6)
vectors = np.linalg.eigh(X0)[1][:, -n_occ:]
assert norm(limit - vectors @ vectors.T) < 1e-11
defect = norm(limit @ limit - limit)
assert defect < 1e-12
remainders = [norm(apply_word(P + s * D, "SH" * 6) - P - s * mixed(D))
              for s in (1.0, 0.5)]
ratio = remainders[0] / remainders[1]
assert abs(ratio - 4) < 0.1
print(f"limit: distance from P {norm(limit-P):.4e}, defect below 1e-12: {defect < 1e-12}")
print(f"remainder beyond mixed part {remainders[0]:.3e}, ratio on halving D {ratio:.3f}")

# Energy error left after purification
coupling = virt.T @ D @ occ
gaps = energy[n_occ:, None] - energy[None, :n_occ]
predicted = np.sum(coupling**2 * gaps)
actual = np.trace(ham @ (limit - P))
assert actual > 0 and abs(actual / predicted - 1) < 10 * size
print(f"energy error {actual:.4e} hartree, second-order formula {predicted:.4e} hartree")

# Guaranteed convergence radius, tested on both sides of the bound
radius = np.sqrt((1 + np.sqrt(5)) / 2) - 1
noise = rng.standard_normal((n_sites, n_sites))
noise = noise + noise.T
noise *= 0.27 / norm(noise)
for pair in ("SH", "HS"):
    for trial in (noise, 0.27 * P - 0.27 * Q, -0.27 * P + 0.27 * Q):
        end = apply_word(P + trial, pair * 40)
        assert norm(end @ end - end) < 1e-10
        assert abs(np.trace(end) - n_occ) < 1e-9
lost = np.trace(apply_word(1.28 * P, "SH" * 40))
filled = np.trace(apply_word(P - 0.28 * Q, "HS" * 40))
assert abs(lost) < 1e-9 and abs(filled - n_sites) < 1e-9
print(f"convergence radius {radius:.4f}")
print(f"error +0.28 P, pairs SH: final trace {abs(lost):.3f}")
print(f"error -0.28 Q, pairs HS: final trace {filled:.3f}")

# The same fresh error after every step, runs of equal maps
fresh = rng.standard_normal((n_sites, n_sites))
fresh = fresh + fresh.T
fresh *= 1e-8 / norm(fresh)
unit_blocks = block_norms(fresh)
total_steps = 40
print(f"fresh error norm {norm(fresh):.1e} per step, {total_steps} steps")
print("run length; peak occupied, peak virtual, final mixed factor; final defect")
for run in (1, 2, 4):
    x, peak = P.copy(), np.zeros(3)
    for letter in ("S" * run + "H" * run) * (total_steps // (2 * run)):
        x = apply_word(x, letter) + fresh
        blocks = block_norms(x - P)
        peak = np.maximum(peak, blocks / unit_blocks)
    final_mixed = blocks[1] / unit_blocks[1]
    final_defect = norm(x @ x - x)
    bound = 2**(run + 1) - 1
    assert abs(peak[0] / bound - 1) < 1e-3 and abs(peak[2] / bound - 1) < 1e-3
    assert abs(final_mixed / total_steps - 1) < 1e-3
    assert abs(final_defect / max(blocks[0], blocks[2]) - 1) < 1e-3
    print(f"  {run}; {peak[0]:.3f}, {peak[2]:.3f}, {final_mixed:.3f}; {final_defect:.3e}")

print("success")
```

Output:

```
sites 30, occupied orbitals 10
on-site energies (hartree): [-0.3  0.   0.1]
hopping -0.10 hartree, gap 0.2726 hartree
threshold 1e-03, kept elements 318 of 900
norm of D 2.2036e-03, its square 4.856e-06
trace of D 0.0e+00 (absolute value)
block norms: occupied, mixed, virtual
  start  5.2110e-04 1.1022e-03 2.0717e-03
  after S 1.0415e-03 1.1023e-03 4.6329e-06
  after H 1.2920e-06 1.1022e-03 4.1388e-03
Jacobian eigenvalue counts for 0, 1, 2
  S    400 400 100
  H    100 400 400
  SH   500 400 0
  HS   500 400 0
  SSH  500 400 0
distance from P: S only, H only, alternating SH
  step  0 2.2036e-03 2.2036e-03 2.2036e-03
  step  2 2.2768e-03 8.2950e-03 1.1032e-03
  step  4 8.3481e-03 3.2661e-02 1.1026e-03
  step  6 3.2795e-02 1.3716e-01 1.1026e-03
  step  8 1.2483e-01 6.7220e-01 1.1026e-03
  step 10 5.8972e-01 6.8191e+00 1.1026e-03
  step 12 5.3868e+00 3.7369e+03 1.1026e-03
12 steps S: eigenvalues from -5.6400e-16 to 6.3868e+00
12 steps H: eigenvalues from -3.7369e+03 to 1.0000e+00
occupied eigenvalue error 5.2068e-04, after SH 1.0839e-06
virtual eigenvalue error 2.0714e-03, after SH 8.5814e-06
limit: distance from P 1.1026e-03, defect below 1e-12: True
remainder beyond mixed part 1.980e-06, ratio on halving D 4.001
energy error 1.6924e-06 hartree, second-order formula 1.6923e-06 hartree
convergence radius 0.2720
error +0.28 P, pairs SH: final trace 0.000
error -0.28 Q, pairs HS: final trace 30.000
fresh error norm 1.0e-08 per step, 40 steps
run length; peak occupied, peak virtual, final mixed factor; final defect
  1; 3.000, 3.000, 40.000; 2.189e-08
  2; 7.000, 7.000, 40.000; 5.108e-08
  4; 31.000, 31.000, 40.000; 2.262e-07
success
```
